\section*{Oxide growth with an exponentially ageing diffusivity}

\section{The growth law}

\textbf{Q.} I am told that an oxide whose diffusivity ages as $e^{-t/s}$ stops growing at a finite thickness, and that the growth equation becomes linear. I doubt both. The linear-parabolic law is nonlinear in the thickness, and a time-dependent coefficient should make it worse. What is being assumed?

\textbf{A.} Let the oxide have thickness $x(t)$. Oxidant dissolves at the outer surface with concentration $C^*$, diffuses through the film and reacts at the inner interface, where its concentration is $c_i$. The reaction flux is $kc_i$ with constant $k$. The diffusivity is uniform in the film but falls with time,
\begin{equation}
D(t)=D_0u(t),\qquad u(t)=e^{-t/s}.
\end{equation}
New and old oxide thus age by one clock, which reads zero when the thickness is $x_0$. If the flux $F$ is the same at every depth (the quasi-steady assumption), then
\begin{equation}
F=\frac{D(C^*-c_i)}{x}=kc_i .
\end{equation}
Multiplying the second equality by $x/D$ gives $C^*-c_i=kxc_i/D$, so $c_i=C^*/(1+kx/D)$. With $N$ oxidant molecules built into unit volume of oxide, $N\,dx/dt=F=kc_i$. Define
\begin{equation}
v=\frac{kC^*}{N},\qquad L=\frac{D_0}{k}.
\end{equation}
Here $v$ is the growth rate of a bare surface, and $L$ is the thickness at which unaged oxide resists the flux as much as the interface does. Since $kx/D=x/(Lu)$,
\begin{equation}
\frac{dx}{dt}=\frac{v}{1+x/(Lu)}=\frac{vLu}{Lu+x}. \label{growth}
\end{equation}

\textbf{Q.} You have left out transfer from the gas to the outer surface.

\textbf{A.} A constant transfer coefficient $h$ adds a resistance in series, so that $F=C^*/(1/h+1/k+x/D)$. The two constants combine into $1/k'=1/k+1/h$. Replacing $k$ by $k'$ in both $v$ and $L$ restores Eq.~\eqref{growth}, so every result that follows from that equation with constant $k$ and $h$ keeps its form.

\section{Where the linearity comes from}

\textbf{Q.} Equation \eqref{growth} is still nonlinear in $x$.

\textbf{A.} It is, as an equation for $x(t)$. Exchange the roles of the variables. Because $dx/dt>0$, the thickness can serve as the independent variable, and
\begin{equation}
\frac{dt}{dx}=\frac1v\left(1+\frac{x}{Lu}\right).
\end{equation}
The ageing law gives $du/dt=-u/s$. By the chain rule,
\begin{equation}
\frac{du}{dx}=\frac{du}{dt}\frac{dt}{dx}
=-\frac{u}{sv}\left(1+\frac{x}{Lu}\right)
=-\frac{1}{sv}\left(u+\frac{x}{L}\right).
\end{equation}
The factor $u$ from the ageing law cancels the $1/u$ in the diffusion resistance. With $\ell=vs$, the thickness a bare surface would gain in one ageing time at its initial rate,
\begin{equation}
\frac{du}{dx}+\frac{u}{\ell}=-\frac{x}{L\ell}. \label{linear}
\end{equation}
This is a linear first-order equation for $u$ as a function of $x$. It does not say that a plot of $u$ against $x$ is straight.

\textbf{Q.} Then solve it without skipping the integral.

\textbf{A.} Multiply Eq.~\eqref{linear} by $e^{x/\ell}$. The left side becomes a derivative:
\begin{equation}
\frac{d}{dx}\left(ue^{x/\ell}\right)=-\frac{x}{L\ell}e^{x/\ell}.
\end{equation}
The right side is integrated with
\begin{equation}
\frac{d}{dx}\left[(x-\ell)e^{x/\ell}\right]
=\left(1+\frac{x-\ell}{\ell}\right)e^{x/\ell}=\frac{x}{\ell}e^{x/\ell}.
\end{equation}
Integrating from $x_0$, where $u=1$, to $x$ gives
\begin{equation}
ue^{x/\ell}-e^{x_0/\ell}
=-\frac1L\left[(x-\ell)e^{x/\ell}-(x_0-\ell)e^{x_0/\ell}\right].
\end{equation}
Multiply by $Le^{-x/\ell}$ and collect the terms in $x_0$ on the right:
\begin{equation}
Lu+x-\ell=(L+x_0-\ell)e^{-(x-x_0)/\ell}. \label{implicit}
\end{equation}
If $L$ and $\ell$ are known, the logarithm of $|Lu+x-\ell|$ plotted against $x$ is a straight line of slope $-1/\ell$, provided $L+x_0\ne\ell$. When $L+x_0=\ell$, the right side vanishes and
\begin{equation}
x=\ell-Le^{-t/s}.
\end{equation}
In that case $u$ against $x$ is itself straight. Direct substitution confirms it: $Lu+x=\ell$ turns Eq.~\eqref{growth} into $dx/dt=vLu/\ell=Lu/s$, which is the derivative of $\ell-Lu$.

\section{The final thickness}

\textbf{Q.} Equation \eqref{implicit} gives the time for a chosen thickness. I want the thickness at a chosen time.

\textbf{A.} Let
\begin{equation}
y=\frac{x+Lu}{\ell}-1,\qquad a=\frac{L+x_0-\ell}{\ell}.
\end{equation}
Dividing Eq.~\eqref{implicit} by $\ell$ gives $y=ae^{-(x-x_0)/\ell}$. Since $x/\ell=y+1-Lu/\ell$, this is
\begin{equation}
ye^y=a\exp\left(\frac{x_0}{\ell}-1+\frac{Lu}{\ell}\right).
\end{equation}
The Lambert function $W$ is defined by $We^W=z$. Because $x+Lu>0$, we have $y>-1$, which selects the principal branch $W_0$. Hence
\begin{equation}
x(t)=\ell-Lu+\ell W_0\left[a\exp\left(\frac{x_0}{\ell}-1+\frac{Lu}{\ell}\right)\right].
\label{history}
\end{equation}
At $t=0$ the exponent is $a$, so $W_0(ae^a)=a$ and $x=\ell-L+\ell a=x_0$, as required. As $t\to\infty$, $u\to0$ and
\begin{equation}
x_f=\ell\left[1+W_0\left(a e^{x_0/\ell-1}\right)\right]. \label{final}
\end{equation}
This is finite. Direct integration of Eq.~\eqref{growth} for twenty random parameter sets, with $L/\ell$ between $10^{-1.5}$ and $10^{1.5}$ and $x_0/\ell$ up to 2, differed from Eq.~\eqref{history} by at most $1.6\times10^{-9}\ell$.

\textbf{Q.} A special function does not tell me why growth stops.

\textbf{A.} Multiply Eq.~\eqref{growth} by $x$. Since $x/(Lu+x)<1$,
\begin{equation}
x\frac{dx}{dt}=vLu\,\frac{x}{Lu+x}<vLu. \label{bound}
\end{equation}
Integrate over all time, using $\int_0^\infty e^{-t/s}dt=s$:
\begin{equation}
x_f^2<x_0^2+2L\ell=x_0^2+Bs,\qquad B=2vL.
\end{equation}
Here $B$ is the parabolic constant of unaged oxide. The film receives at most the diffusive supply of one ageing time at full diffusivity.

The last stage follows from Eq.~\eqref{linear} written as $dx/du=-\ell/(u+x/L)$. As $u\to0$, $x\to x_f$ and the right side tends to $-\ell L/x_f$. Integration from $u=0$ then gives, at late times,
\begin{equation}
x_f-x(t)\simeq\frac{\ell L}{x_f}e^{-t/s}. \label{gap}
\end{equation}
The remaining growth therefore dies with the same time constant as the diffusivity.

\textbf{Q.} Show me that the formula reduces to diffusion control and to reaction control.

\textbf{A.} Take $x_0=0$ and $q=L/\ell$, so that $a=q-1$. With $x_f/\ell=\eta$, Eq.~\eqref{final} means
\begin{equation}
(\eta-1)e^{\eta}=q-1.
\end{equation}
For $q\ll1$, $\eta$ is small. Expanding the exponential through third order gives
\begin{equation}
(\eta-1)e^\eta=-1+\frac{\eta^2}{2}+\frac{\eta^3}{3}+\cdots,
\end{equation}
so $q=\eta^2/2+\eta^3/3+\cdots$. The leading root is $\eta=\sqrt{2q}$. Inserting $\eta=\sqrt{2q}+\delta$ and keeping the next order gives $\sqrt{2q}\,\delta+(2q)^{3/2}/3=0$, hence $\delta=-2q/3$ and
\begin{equation}
x_f\simeq\sqrt{2L\ell}-\frac{2L}{3}\qquad(L\ll\ell).
\end{equation}
The first term is the diffusion-controlled bound; the second is the loss due to the interface resistance. At $q=10^{-3}$ this gives $0.04405\,\ell$, against $0.04407\,\ell$ from direct integration.

For $q\gg1$, take logarithms: $\eta=\ln(q-1)-\ln(\eta-1)$. Using $\eta\simeq\ln q$ on the right gives
\begin{equation}
x_f\simeq\ell\left[\ln\frac L\ell-\ln\left(\ln\frac L\ell-1\right)\right]
\qquad(L\gg\ell).
\end{equation}
Growth then runs at nearly the rate $v$ while $Lu\gg x$, and has slowed to $v/2$ when $Lu=x$. The time to reach that point is, to leading order, logarithmic in $L/\ell$. Convergence is slow: at $q=10^6$ the formula gives $11.265\,\ell$ and integration gives $11.467\,\ell$, so the formula is 1.8\% low.

\section{Does any ageing stop the growth?}

\textbf{Q.} So a diffusivity that decays to zero is enough?

\textbf{A.} No. For any positive ageing factor $u(t)\le1$ in Eq.~\eqref{growth}, the thickness stays finite if and only if $\int_0^\infty u\,dt$ is finite. Sufficiency follows from Eq.~\eqref{bound}, whose derivation up to the time integral did not use the exponential. For necessity, suppose that $x$ stays below some $X$. Then $Lu+x<L+X$ and
\begin{equation}
\frac{dx}{dt}>\frac{vLu}{L+X}.
\end{equation}
If the integral of $u$ diverges, so does $x$, which contradicts the supposition.

Hyperbolic ageing, $u=1/(1+t/s)$, goes to zero but has a divergent integral. With $\tau=\ln(1+t/s)$ we have $u=e^{-\tau}$ and $dt=se^\tau d\tau$, so
\begin{equation}
\frac{dx}{d\tau}=\frac{\ell}{e^{-\tau}+x/L}.
\end{equation}
At large $\tau$ this becomes $x\,dx/d\tau=L\ell$, and $x^2$ grows as $2L\ell\ln t$. Integrated between $\tau=20$ and $40$ with the parameters of the example below, the gain in $x^2$ divided by $2L\ell\times20$ is 1.000000.

\textbf{Q.} And if ageing leaves a little diffusivity behind?

\textbf{A.} Let $u=f+(1-f)e^{-t/s}$ with $f>0$. Once the exponential has gone, Eq.~\eqref{growth} reads $(fL+x)\,dx=fLv\,dt$, and therefore
\begin{equation}
\frac{d}{dt}\left(x^2+2fLx\right)=2fLv=fB.
\end{equation}
Parabolic growth returns with constant $fB$. A finite final thickness thus requires the residual fraction to be zero; for small $f$ there is a long slow stage instead of a limit.

\section{Numbers for a silicon-like case}

\textbf{Q.} Put in values that an oxidation engineer would recognize.

\textbf{A.} For dry oxidation of (111) silicon near 1273 K and 1 atm, rough typical values are $v=70$ nm/h and $L=80$ nm. On (100) silicon $v$ is smaller and $L$ larger, each by a factor of about 1.7, with $B$ about the same. I take $x_0=20$ nm and assume $s=2$ h. Then
\begin{align}
\ell&=70\times2=140\ \text{nm},\\
B&=2\times70\times80=11200\ \text{nm}^2/\text{h},\\
a&=(80+20-140)/140=-0.2857 .
\end{align}
The Lambert argument is $-0.2857\,e^{20/140-1}=-0.1212$, for which $W_0=-0.1394$. Thus
\begin{equation}
x_f=140\,(1-0.1394)\simeq120.5\ \text{nm}=0.1205\ \mu\text{m}.
\end{equation}
The bound is $\sqrt{20^2+11200\times2}=151$ nm. The unaged film obeys $x^2+2Lx=x_0^2+2Lx_0+Bt$, from Eq.~\eqref{growth} with $u=1$. The histories are:
\begin{center}
\begin{tabular}{rrrr}
$t$ (h) & $u$ & aged (nm) & unaged (nm)\\
1 & 0.607 & 61.8 & 65.6\\
2 & 0.368 & 85.5 & 100.0\\
4 & 0.135 & 107.8 & 154.1\\
8 & 0.018 & 118.8 & 235.6\\
16 & 0.0003 & 120.5 & 355.0
\end{tabular}
\end{center}
After 1 h the diffusivity has fallen by 39\%, yet the thickness is 6\% below the unaged value. Three steps account for this. The early growth took place while $u$ was near one: $\int_0^{1\,\text{h}}u\,dt=0.787$ h, a loss of 21\%. Under pure diffusion control it is $x^2-x_0^2$ that follows this integral, so the thickness would be $\sqrt{400+11200\times0.787}=96.0$ nm against $\sqrt{400+11200}=107.7$ nm, a loss of 11\%. Finally, part of the resistance is still at the interface, which does not age, and this brings the loss down to 6\%. The film reaches 99\% of $x_f$ at 8.7 h. At 16 h, Eq.~\eqref{gap} predicts a gap of $(140\times80/120.49)e^{-8}=0.0312$ nm, and direct integration gives the same value.

\textbf{Q.} Does real silicon oxide behave like this?

\textbf{A.} Not as a rule: dry oxidation of silicon continues to thicken the film over many hours. Complete loss of diffusivity is a hypothesis of the model, and $s$ is not a measured constant of this oxide. The residual fraction decides whether there is a final thickness at all. With the other parameters fixed, $f=0.01$ gives 123 nm at 10 h and 136 nm at 40 h; $f=0.10$ gives 147.3 and 232.5 nm; $f=0.50$ gives 216 and 443 nm. Even a tenth of the original diffusivity nearly doubles the supposed final thickness by 40 h. The formula is useful for a film whose residual transport is negligible over the whole time of use, and that must be established separately.

\textbf{Q.} Thin dry oxides also grow faster than the linear-parabolic law says, and furnaces drift.

\textbf{A.} To size the first effect, multiply $k$ by $1+3e^{-x/(7\,\text{nm})}$, a rough enhancement. Starting again from 20 nm, the final thickness rises from 120.5 to 120.8 nm. The change is small because the enhancement has largely decayed at 20 nm: it adds $3e^{-20/7}=0.17$, or 17\%, to $k$ there, and less as the film thickens. An enhancement of $k$ that lasted through the whole growth would matter more.

For a furnace 5 K too hot, take rough activation energies of 2.0 eV for $v$ and 1.2 eV for $B$, with $L=B/(2v)$. If $s$ and $x_0$ are held fixed, $x_f$ rises to 124.0 nm. If ageing is also activated, with an assumed 5.0 eV, $s$ shortens to 1.67 h and $x_f$ falls to 112.3 nm. The sign of the temperature error therefore depends on how strongly the ageing is activated.

\section{The remaining assumptions}

\textbf{Q.} Here is my main objection. The diffusion time $x^2/D$ grows as $e^{t/s}$. At late times the profile cannot follow, so the quasi-steady flux must fail.

\textbf{A.} The diffusion time does outgrow $s$, but the profile by then has little left to follow. At depth $z$ below the outer surface the quasi-steady concentration is
\begin{equation}
c(z)=C^*-(C^*-c_i)\frac zx .
\end{equation}
As $u\to0$, $c_i=C^*/[1+x/(Lu)]\to0$ and $x\to x_f$. The profile approaches the fixed line $C^*(1-z/x_f)$, which needs no further redistribution.

The remaining error comes from oxidant stored in the film. It can be measured by solving the full problem,
\begin{align}
\frac{\partial c}{\partial t}&=D(t)\frac{\partial^2c}{\partial z^2},\qquad c(0,t)=C^*,\\
-D\frac{\partial c}{\partial z}-c\frac{dx}{dt}&=kc,\qquad N\frac{dx}{dt}=kc\qquad(z=x).
\end{align}
The term $c\,dx/dt$ is the oxidant needed to fill newly formed oxide. I keep $v$, $L$, $s$ and $x_0$ at their example values and start from the quasi-steady profile. At 32 h the thickness is lower than Eq.~\eqref{history} by 0.0514 nm for $C^*/N=0.004$ and by 0.0257 nm for $C^*/N=0.002$. The error is thus proportional to $C^*/N$ in this range. At the same time, the profile in the second run departs from the line $C^*(1-z/x)$ by at most $1.8\times10^{-5}C^*$. For oxygen in silica $C^*/N$ is roughly $2\times10^{-6}$, and proportional scaling gives a shift of about $3\times10^{-5}$ nm.

\textbf{Q.} One clock for the whole film still seems wrong. Oxide formed this minute has not aged for hours.

\textbf{A.} A common clock suits a change imposed on the whole film. If ageing is a relaxation that starts when each layer forms, the resistances of the layers must be added. Let $R$ be the thickness of fresh oxide with the same total resistance. Taking the initial oxide as fresh at $t=0$,
\begin{equation}
R(t)=x_0e^{t/s}+\int_0^t e^{(t-t')/s}\frac{dx}{dt'}\,dt'.
\end{equation}
Differentiating the upper limit gives $dx/dt$, and differentiating the exponentials gives $R/s$:
\begin{equation}
\frac{dR}{dt}=\frac{dx}{dt}+\frac Rs,\qquad \frac{dx}{dt}=\frac{v}{1+R/L}.
\end{equation}
Divide the second rate by the first, then multiply numerator and denominator by $s(1+R/L)$:
\begin{equation}
\frac{dx}{dR}=\frac{v}{v+(R/s)(1+R/L)\,}
=\frac{\ell}{\ell+R+R^2/L}.
\end{equation}
Since $dR/dt>R/s$, $R$ grows without limit, and
\begin{equation}
x_f=x_0+\int_{x_0}^{\infty}\frac{\ell\,dR}{\ell+R+R^2/L}.
\end{equation}
The integrand falls as $R^{-2}$, so the final thickness is again finite. For the example it is 137 nm, and an explicit sum over layers gives the same value. This is 13\% above the common-clock result, because the younger layers resist less.

\textbf{Q.} What if the interface ages too?

\textbf{A.} Suppose that $k$ carries the same factor $u$ as $D$. Their ratio $L$ is then constant, while $v$ becomes $vu$, and
\begin{equation}
\left(1+\frac xL\right)dx=vu\,dt .
\end{equation}
Integrating from $x_0$ and multiplying by $2L$ gives
\begin{equation}
x^2+2Lx=x_0^2+2Lx_0+2L\ell(1-u).
\end{equation}
Adding $L^2$ to both sides and setting $u=0$,
\begin{equation}
x_f=-L+\sqrt{(L+x_0)^2+2L\ell}=-80+\sqrt{100^2+22400}=100\ \text{nm}.
\end{equation}
A finite thickness therefore does not identify which process has aged. The histories differ, however: here $u$ is a quadratic function of $x$, whereas ageing of the diffusivity alone gives Eq.~\eqref{implicit}, with its exponential in $x$. Even so, if $v$, $L$ and $s$ are all fitted, the two laws can give nearly the same growth curve. An independent value of $v$ or $L$, and better of both, makes them easier to tell apart; unaged oxide can supply these values. The numerical output lists the values used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Temperature: 1273 K
Linear rate v: 70.0 nm/h
Length L = D0/k: 80.0 nm
Ageing time s: 2.0 h
Initial thickness x0: 20.0 nm
Length ell = v s: 140.0 nm
Parabolic constant B: 11200 nm^2/h
Coefficient a: -0.2857
Lambert argument at u=0: -0.1212
Lambert value W0: -0.1394
Final thickness xf: 120.49 nm
Upper bound on xf: 151.00 nm
Time to 99% of xf: 8.69 h
t=1 h: u=0.60653, aged 61.80 nm, unaged 65.60 nm
t=2 h: u=0.36788, aged 85.52 nm, unaged 100.00 nm
t=4 h: u=0.13534, aged 107.81 nm, unaged 154.09 nm
t=8 h: u=0.01832, aged 118.78 nm, unaged 235.59 nm
t=16 h: u=0.00034, aged 120.46 nm, unaged 354.97 nm
Gap to xf at 16 h, integrated: 0.03118 nm
Gap to xf at 16 h, formula: 0.03118 nm
Largest error of x(t) formula / ell: 1.6e-09
L/ell=1e-03: xf/ell 0.04407, limit 0.04405
L/ell=1e+06: xf/ell 11.467, limit 11.265
Residual D fraction 0.01: 123.0 nm at 10 h, 136.4 nm at 40 h
Residual D fraction 0.10: 147.3 nm at 10 h, 232.5 nm at 40 h
Residual D fraction 0.50: 216.2 nm at 10 h, 443.4 nm at 40 h
Hyperbolic ageing, x^2 gain / log law: 1.000000
xf, layers age from birth: 136.75 nm
Same by explicit layer sum: 136.75 nm
xf, k ages with D: 100.00 nm
Fast-growth boost of k: 3.0, range 7.0 nm
xf with fast initial growth: 120.84 nm
Activation energies v, B, s: 2.0, 1.2, 5.0 eV
xf at +5 K, s fixed: 124.02 nm
xf at +5 K, s activated: 112.33 nm (s=1.673 h)
Stored oxidant, C/N=0.004: shift -0.0514 nm
Stored oxidant, C/N=0.002: shift -0.0257 nm
Late profile, deviation from line: 1.8e-05 of C
Rough real C/N: 2.3e-06, shift -2.9e-05 nm
\end{verbatim}
